# In-plane stresses in an equibiaxially strained (110) silicon film: a program that tests the result

```python
"""
Equibiaxial strain eps in a cubic film with normal [110] and a free surface.
Result under test, with D = C11 + C12 + 2*C44:
  stress along [-110] = 4*C44*(C11 + 2*C12)*eps/D
  stress along [001]  = (C11 + 2*C12)*(C11 - C12 + 2*C44)*eps/D
  normal strain       = -(C11 + 3*C12 - 2*C44)*eps/D
C11, C12, C44: cubic stiffnesses in GPa. Tension is positive.
Film axes: x1 = [-110], x2 = [001], x3 = [110] (the normal).
Energies per area are in GPa*nm, which equals J/m^2.
"""
import itertools
import numpy as np
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation


def film_axes(first, second, normal):
    rows = np.array([first, second, normal], dtype=float)
    rows /= np.linalg.norm(rows, axis=1)[:, None]
    assert np.allclose(rows @ rows.T, np.eye(3))
    return rows


def stiffness_tensor(c11, c12, c44):
    d = np.eye(3)
    tensor = c12 * np.einsum('ij,kl->ijkl', d, d)
    tensor += c44 * (np.einsum('ik,jl->ijkl', d, d)
                     + np.einsum('il,jk->ijkl', d, d))
    for i in range(3):
        tensor[i, i, i, i] += c11 - c12 - 2 * c44
    return tensor


def rotated_stiffness(constants, axes):
    return np.einsum('ia,jb,kc,ld,abcd->ijkl', axes, axes, axes, axes,
                     stiffness_tensor(*constants), optimize=True)


def solve_free_film(constants, axes, eps):
    """Solve for all three out-of-plane strains from zero traction."""
    c = rotated_stiffness(constants, axes)
    strain = np.diag([eps, eps, 0.0])
    traction = np.einsum('ikl,kl->i', c[:, 2], strain)
    matrix = c[:, 2, :, 2] * np.array([2.0, 2.0, 1.0])
    out = np.linalg.solve(matrix, -traction)
    strain[:, 2] = out
    strain[2, :] = out
    return strain, np.einsum('ijkl,kl->ij', c, strain)


def closed_form(constants, eps):
    c11, c12, c44 = constants
    d = c11 + c12 + 2 * c44
    s1 = 4 * c44 * (c11 + 2 * c12) * eps / d
    s2 = (c11 + 2 * c12) * (c11 - c12 + 2 * c44) * eps / d
    e3 = -(c11 + 3 * c12 - 2 * c44) * eps / d
    return s1, s2, e3


def energy_density(eta, second, third):
    """Cubic energy to third order in Lagrangian strain, crystal axes."""
    c11, c12, c44 = second
    c111, c112, c123, c144, c155, c456 = third
    a, b, c = np.diag(eta)
    p, q, r = 2 * eta[1, 2], 2 * eta[0, 2], 2 * eta[0, 1]
    w2 = (c11 * (a*a + b*b + c*c) / 2 + c12 * (a*b + b*c + c*a)
          + c44 * (p*p + q*q + r*r) / 2)
    w3 = (c111 * (a**3 + b**3 + c**3) / 6
          + c112 * (a*a*(b + c) + b*b*(a + c) + c*c*(a + b)) / 2
          + c123 * a*b*c + c144 * (a*p*p + b*q*q + c*r*r) / 2
          + c155 * (p*p*(b + c) + q*q*(a + c) + r*r*(a + b)) / 2
          + c456 * p*q*r)
    return w2 + w3


def nonlinear_film(eps, second, third, axes):
    """Cauchy stresses and normal strain of the free film."""
    def slope(stretches, i):
        step = 1e-5
        values = []
        for sign in (1, -1):
            s = np.array(stretches, dtype=float)
            s[i] += sign * step
            eta = axes.T @ np.diag((s**2 - 1) / 2) @ axes
            values.append(energy_density(eta, second, third))
        return (values[0] - values[1]) / (2 * step)

    def normal_slope(e3):
        return slope([1 + eps, 1 + eps, 1 + e3], 2)

    width = 2 * abs(eps)
    e3 = brentq(normal_slope, -width, width, xtol=1e-14)
    s = np.array([1 + eps, 1 + eps, 1 + e3])
    stress = [s[i] * slope(s, i) / np.prod(s) for i in (0, 1)]
    return stress[0], stress[1], e3


axes110 = film_axes([-1, 1, 0], [0, 0, 1], [1, 1, 0])
axes001 = film_axes([1, 0, 0], [0, 1, 0], [0, 0, 1])
axes112 = film_axes([-1, 1, 0], [-1, -1, 1], [1, 1, 2])
rng = np.random.default_rng(7)

# Closed forms against the full tensor solution, random stable crystals.
signs_seen = set()
for _ in range(200):
    c11 = rng.uniform(100, 300)
    trial = (c11, rng.uniform(-0.4, 0.9) * c11, rng.uniform(10, 200))
    strain, stress = solve_free_film(trial, axes110, 0.01)
    s1, s2, e3 = closed_form(trial, 0.01)
    assert np.allclose(stress, np.diag([s1, s2, 0]), atol=1e-10)
    assert np.allclose(strain, np.diag([0.01, 0.01, e3]), atol=1e-12)
    anisotropy = 2 * trial[2] - trial[0] + trial[1]
    assert np.sign(stress[0, 0] - stress[1, 1]) == np.sign(anisotropy)
    signs_seen.add(np.sign(anisotropy))
assert signs_seen == {1.0, -1.0}

# Isotropic crystal: the tensor solution has equal in-plane stresses.
_, iso_stress = solve_free_film((200.0, 80.0, 60.0), axes110, 0.01)
assert np.isclose(iso_stress[0, 0], iso_stress[1, 1], rtol=1e-12)

# Rough room-temperature silicon constants and example inputs.
silicon = (166.0, 64.0, 80.0)
third_order = (-800.0, -450.0, -60.0, 10.0, -310.0, -60.0)
eps = 0.004
thickness = 10.0
lattice = 0.543
warming = 100.0
softening = 1e-4
expansion_mismatch = 0.33e-6

c11, c12, c44 = silicon
rot = rotated_stiffness(silicon, axes110)
assert np.isclose(rot[0, 0, 0, 0], (c11 + c12 + 2 * c44) / 2)
assert np.isclose(rot[2, 2, 2, 2], (c11 + c12 + 2 * c44) / 2)
assert np.isclose(rot[0, 0, 2, 2], (c11 + c12 - 2 * c44) / 2)
assert np.isclose(rot[0, 0, 1, 1], c12)
assert np.isclose(rot[1, 1, 2, 2], c12)
assert np.isclose(rot[1, 1, 1, 1], c11)
clamped = np.einsum('ijkl,kl->ij', rot, np.diag([eps, eps, 0.0]))
s1, s2, e3 = closed_form(silicon, eps)
_, stress001 = solve_free_film(silicon, axes001, eps)
strain112, _ = solve_free_film(silicon, axes112, eps)
shear112 = np.max(np.abs(strain112[:2, 2]))
assert shear112 > 0.01 * eps

# Inverse road: compliances must return the imposed strains.
block = np.full((3, 3), c12) + (c11 - c12) * np.eye(3)
inverse = np.linalg.inv(block)
s11, s12, s44 = inverse[0, 0], inverse[0, 1], 1 / c44
back1 = (s11 + s12) * s1 / 2 + s44 * s1 / 4 + s12 * s2
back2 = s12 * s1 + s11 * s2
back3 = (s11 + s12) * s1 / 2 - s44 * s1 / 4 + s12 * s2
assert np.allclose([back1, back2, back3], [eps, eps, e3], rtol=1e-10)

# Third-order energy: rotational invariance in the isotropic limit.
n1, n2, n3 = -70.0, 25.0, -40.0
iso_third = (n1 + 6*n2 + 8*n3, n1 + 2*n2, n1, n2, n2 + 2*n3, n3)
for turn in Rotation.random(10, random_state=3).as_matrix():
    m = rng.normal(size=(3, 3))
    m = m + m.T
    e_old = energy_density(m, (200.0, 80.0, 60.0), iso_third)
    e_new = energy_density(turn @ m @ turn.T, (200.0, 80.0, 60.0), iso_third)
    assert np.isclose(e_old, e_new, rtol=1e-9, atol=1e-8)

# Small-strain slope of the nonlinear film must be the linear result.
tiny = 1e-4
plus = np.array(nonlinear_film(tiny, silicon, third_order, axes110))
minus = np.array(nonlinear_film(-tiny, silicon, third_order, axes110))
assert np.allclose((plus - minus) / (2 * tiny),
                   closed_form(silicon, 1.0), rtol=1e-4)
n_s1, n_s2, n_e3 = nonlinear_film(eps, silicon, third_order, axes110)

# Use at higher temperature: softer crystal, changed mismatch strain.
soft = tuple(c * (1 - softening * warming) for c in silicon)
soft_s1 = solve_free_film(soft, axes110, eps)[1][0, 0]
thermal_strain = expansion_mismatch * warming

# Equilibrium critical thickness over the twelve perfect glide systems.
shear_modulus = (c11 - c12 + 3 * c44) / 5
bulk_modulus = (c11 + 2 * c12) / 3
poisson = ((3 * bulk_modulus - 2 * shear_modulus)
           / (2 * (3 * bulk_modulus + shear_modulus)))
burgers = lattice / np.sqrt(2)
crystal_stress = axes110.T @ np.diag([s1, s2, 0.0]) @ axes110
planes = [(1, 1, 1), (1, 1, -1), (1, -1, 1), (-1, 1, 1)]
directions = [v for v in itertools.product((-1, 0, 1), repeat=3)
              if np.dot(v, v) == 2 and v > (0, 0, 0)]
systems = []
for plane, direction in itertools.product(planes, directions):
    if np.dot(plane, direction) != 0:
        continue
    n = np.array(plane) / np.sqrt(3)
    b = np.array(direction) / np.sqrt(2)
    line = np.cross(n, axes110[2])
    sine = np.linalg.norm(line)
    line /= sine
    shear = abs(n @ crystal_stress @ b)
    drive = shear * burgers / sine
    critical = np.inf
    if shear > 1e-9:
        tension = (shear_modulus * burgers**2
                   * (1 - poisson * np.dot(b, line)**2)
                   / (4 * np.pi * (1 - poisson)))
        critical = brentq(
            lambda h: drive * h - tension * (np.log(h / burgers) + 1),
            tension / drive, 1e6)
    systems.append((critical, shear))
assert len(systems) == 12
critical_thickness, active_shear = min(systems)
assert np.isclose(active_shear, s2 / np.sqrt(6))
assert thickness < critical_thickness

print(f"C11, C12, C44 (rough, silicon): {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"Imposed in-plane strain: {100*eps:.2f} %")
print(f"Film thickness: {thickness:.0f} nm")
print(f"D = C11+C12+2C44: {c11+c12+2*c44:.0f} GPa")
print(f"C11+2C12: {c11+2*c12:.0f} GPa")
print(f"C11-C12+2C44: {c11-c12+2*c44:.0f} GPa")
print(f"2C44-C11+C12: {2*c44-c11+c12:.0f} GPa")
print(f"Rotated C'11 = C'33: {rot[0,0,0,0]:.1f} GPa")
print(f"Rotated C'22: {rot[1,1,1,1]:.1f} GPa")
print(f"Rotated C'13: {rot[0,0,2,2]:.1f} GPa")
print(f"Rotated C'12 = C'23: {rot[0,0,1,1]:.1f} GPa")
print(f"No normal strain, stress [-110]: {1000*clamped[0,0]:.1f} MPa")
print(f"No normal strain, stress [001]: {1000*clamped[1,1]:.1f} MPa")
print(f"No normal strain, stress [110]: {1000*clamped[2,2]:.1f} MPa")
print(f"Normal strain / in-plane strain: {e3/eps:.4f}")
print(f"Normal strain, free surface: {100*e3:.4f} %")
print(f"Modulus stress/strain [-110]: {s1/eps:.2f} GPa")
print(f"Modulus stress/strain [001]: {s2/eps:.2f} GPa")
print(f"Stress [-110], free surface: {1000*s1:.1f} MPa")
print(f"Stress [001], free surface: {1000*s2:.1f} MPa")
print(f"Stress difference: {1000*(s1-s2):.1f} MPa")
print(f"Stress ratio [-110]/[001]: {s1/s2:.4f}")
print(f"Both stresses in a (001) film: {1000*stress001[0,0]:.1f} MPa")
print(f"Out-of-plane shear strain, (112) film: {100*shear112:.4f} %")
print(f"Compliance S11: {1000*s11:.4f} 1/TPa")
print(f"Compliance S12: {1000*s12:.4f} 1/TPa")
print(f"Compliance S44: {1000*s44:.4f} 1/TPa")
print(f"Strain recovered along [-110]: {100*back1:.4f} %")
print(f"Strain recovered along [001]: {100*back2:.4f} %")
print("Third-order constants C111 C112 C123 C144 C155 C456 (rough):",
      *[f"{c:.0f}" for c in third_order], "GPa")
print(f"Nonlinear Cauchy stress [-110]: {1000*n_s1:.1f} MPa")
print(f"Nonlinear Cauchy stress [001]: {1000*n_s2:.1f} MPa")
print(f"Nonlinear change [-110]: {100*(n_s1/s1-1):.2f} %")
print(f"Nonlinear change [001]: {100*(n_s2/s2-1):.2f} %")
print(f"Nonlinear normal strain: {100*n_e3:.4f} %")
print(f"Warming from 300 K: {warming:.0f} K")
print(f"Softening coefficient (rough): {softening:.1e} 1/K")
print(f"Stress change by softening: {100*(soft_s1/s1-1):.2f} %")
print(f"Expansion mismatch (rough): {expansion_mismatch:.2e} 1/K")
print(f"Stress change by mismatch: {100*thermal_strain/eps:.2f} %")
print(f"Lattice parameter (rough): {lattice:.3f} nm")
print(f"Burgers vector length: {burgers:.3f} nm")
print(f"Average shear modulus: {shear_modulus:.1f} GPa")
print(f"Average Poisson ratio: {poisson:.3f}")
print(f"Resolved shear on active glide system: {1000*active_shear:.1f} MPa")
print(f"Critical thickness estimate: {critical_thickness:.0f} nm")
print("all tests passed")
```

Output:

```
C11, C12, C44 (rough, silicon): 166, 64, 80 GPa
Imposed in-plane strain: 0.40 %
Film thickness: 10 nm
D = C11+C12+2C44: 390 GPa
C11+2C12: 294 GPa
C11-C12+2C44: 262 GPa
2C44-C11+C12: 58 GPa
Rotated C'11 = C'33: 195.0 GPa
Rotated C'22: 166.0 GPa
Rotated C'13: 35.0 GPa
Rotated C'12 = C'23: 64.0 GPa
No normal strain, stress [-110]: 1036.0 MPa
No normal strain, stress [001]: 920.0 MPa
No normal strain, stress [110]: 396.0 MPa
Normal strain / in-plane strain: -0.5077
Normal strain, free surface: -0.2031 %
Modulus stress/strain [-110]: 241.23 GPa
Modulus stress/strain [001]: 197.51 GPa
Stress [-110], free surface: 964.9 MPa
Stress [001], free surface: 790.0 MPa
Stress difference: 174.9 MPa
Stress ratio [-110]/[001]: 1.2214
Both stresses in a (001) film: 722.6 MPa
Out-of-plane shear strain, (112) film: 0.0690 %
Compliance S11: 7.6697 1/TPa
Compliance S12: -2.1342 1/TPa
Compliance S44: 12.5000 1/TPa
Strain recovered along [-110]: 0.4000 %
Strain recovered along [001]: 0.4000 %
Third-order constants C111 C112 C123 C144 C155 C456 (rough): -800 -450 -60 10 -310 -60 GPa
Nonlinear Cauchy stress [-110]: 954.5 MPa
Nonlinear Cauchy stress [001]: 785.7 MPa
Nonlinear change [-110]: -1.08 %
Nonlinear change [001]: -0.55 %
Nonlinear normal strain: -0.1992 %
Warming from 300 K: 100 K
Softening coefficient (rough): 1.0e-04 1/K
Stress change by softening: -1.00 %
Expansion mismatch (rough): 3.30e-07 1/K
Stress change by mismatch: 0.83 %
Lattice parameter (rough): 0.543 nm
Burgers vector length: 0.384 nm
Average shear modulus: 68.4 GPa
Average Poisson ratio: 0.217
Resolved shear on active glide system: 322.5 MPa
Critical thickness estimate: 23 nm
all tests passed
```
